Second-Difference Criterion for the Stability of an N-Layer Film

**1. The criterion**

Let E(N) be the energy per unit area of a uniform film of N atomic layers, and define its second difference

Δ²E(N) = E(N+1) + E(N−1) − 2E(N).  (1)

If an area A of this film separates into regions of N−1 and N+1 layers, its energy changes by

ΔE = (A/2) Δ²E(N).  (2)

The film therefore resists this split if and only if Δ²E(N) > 0. A zero value is marginal. For stability against all possible splits the condition is necessary but not sufficient.

Equation (2) assumes zero temperature, a conserved number of atoms, the same lateral lattice at every thickness, and regions so wide that their edges contribute nothing per unit area. At finite temperature the same argument holds for wide regions with E replaced by the free energy F.

To derive (2), let a fraction x of the area have N−1 layers and the rest N+1. Conservation of atoms requires

x(N−1) + (1−x)(N+1) = N.  (3)

The left side is N + 1 − 2x, so x = 1/2. The equal areas are a consequence of conservation, not a further assumption. The energy after the split is (A/2)[E(N−1) + E(N+1)]. Subtracting AE(N) gives (2).

Now write

E(N) = a + bN + e(N).  (4)

The constant a cancels in (1), since a + a − 2a = 0. The linear term cancels because (N+1) + (N−1) − 2N = 0. Hence Δ²E = Δ²e. Surface and interface energies, bulk cohesion and the energy of a uniform strain do not affect this split, however large they are. What decides is the part of the energy that is not linear in thickness. In a thin metal film, electron confinement supplies such a part.

**2. The cost of edges**

Let the split film consist of parallel stripes of width w, alternately N−1 and N+1 layers high. Neighbouring stripes meet at a step two layers high, with energy β > 0 per unit length, taken as independent of w. Elastic relaxation at the steps, which can lower the energy of a strained film, is neglected. One period has width 2w and contains two steps, so the steps cost 2β/(2w) = β/w per unit area:

ΔE/A = Δ²E(N)/2 + β/w.  (5)

If Δ²E > 0, both terms are positive. If Δ²E < 0, the split lowers the energy when

w > 2β/|Δ²E(N)|.  (6)

A film with a negative second difference can thus survive if atoms cannot move far enough to form such wide stripes. The criterion concerns energy, not the rate of rearrangement.

**3. Splits into other thicknesses**

Consider regions of a and b layers, with a < N < b. Conservation of area and atoms gives the fractions

x_a = (b−N)/(b−a),  x_b = (N−a)/(b−a).  (7)

Stability against all such pairs requires

E(N) ≤ x_a E(a) + x_b E(b)  for every a < N < b.  (8)

Geometrically, the point (N, E(N)) must lie on the lower convex hull of the energy curve. The choice a = N−1, b = N+1 returns the local condition, including its marginal case.

The local condition does suffice against a given pair if the second difference is positive at every thickness strictly between a and b. To see this, let s(n) = E(n+1) − E(n). Then s(n) − s(n−1) = Δ²E(n), so s increases through this range. Therefore E(b) − E(N) ≥ (b−N)s(N) and E(N) − E(a) ≤ (N−a)s(N−1). Using (7),

x_aE(a) + x_bE(b) − E(N)
= {(N−a)[E(b)−E(N)] − (b−N)[E(N)−E(a)]}/(b−a)
≥ (N−a)(b−N) Δ²E(N)/(b−a) > 0.  (9)

If e(N) oscillates, the second difference changes sign and this guarantee is lost.

There is also a limit of very tall islands. Suppose e(b) stays bounded as b → ∞, and neglect the side faces of the islands. Then x_b → 0 and x_be(b) → 0, while x_a → 1. Since linear terms cancel in (8), stability requires

e(N) ≤ e(a)  for every a < N.  (10)

A film can satisfy Δ²E > 0 and still lower its energy by becoming a thinner film with a few tall islands.

**4. Energy of confined electrons**

Take free electrons of mass m between hard walls a distance D apart. The perpendicular wavenumbers are q_j = πj/D with j = 1, 2, …, and the subband energies are ε_j = ħ²q_j²/(2m).

In the plane, states up to wavenumber k number 2πk²/(2π)² = k²/(2π) per area, spin included. The density of states of each subband is therefore m/(πħ²). Filling to the chemical potential μ gives the electron number and energy per area,

σ = (m/πħ²) Σ_j (μ−ε_j),  E = (m/2πħ²) Σ_j (μ²−ε_j²),  (11)

where the sums run over occupied subbands. The grand potential Ω = E − μσ is

Ω = −(m/2πħ²) Σ_j (μ−ε_j)²,  (12)

because μ² − ε_j² − 2μ(μ−ε_j) = −(μ−ε_j)².

Set μ equal to the bulk Fermi energy E_F = ħ²k_F²/(2m), and define f(q) = (k_F²−q²)² for |q| < k_F and zero otherwise. Equation (12) becomes

Ω = −(ħ²/8πm) Σ_{j≥1} f(πj/D).  (13)

Since f is even, the sum is half of the sum over all integers minus f(0)/2. Poisson's formula then gives

Σ_{j≥1} f(πj/D) = (D/2π)I(0) − k_F⁴/2 + (D/π) Σ_{s≥1} I(2sD),  (14)

I(Q) = ∫ f(q) cos(Qq) dq,  from −k_F to k_F.  (15)

The first integral is I(0) = 16k_F⁵/15. For Q ≠ 0, integrate by parts. Both f and f′ vanish at the ends, so the first two integrations leave I = −(1/Q²)∫f″cos(Qq)dq. Since f″ = 12q² − 4k_F² equals 8k_F² at both ends, a third integration gives

I(Q) = −16k_F² sin(Qk_F)/Q³ + O(k_F/Q⁴).  (16)

The remainder is smaller than the leading amplitude by a factor of order 1/(k_FD). Insert (16) with Q = 2sD into (14), then into (13), and use ħ²/m = 2E_F/k_F² and the bulk density n = k_F³/(3π²):

Ω ≈ −(2/5)nE_FD + E_Fk_F²/(8π) + [E_F/(2π²D²)] S,  (17)

S = Σ_{s≥1} sin(2sk_FD)/s³.  (18)

**5. Neutrality and the second difference**

The positive background of N layers with spacing d requires σ = nNd. The smooth part of σ follows from −∂Ω/∂μ at fixed D. In (17), nμ varies as μ^(5/2) and μk_F² varies as μ², so

σ_smooth = nD − k_F²/(4π).  (19)

Equating this to nNd fixes the wall separation:

D = Nd + k_F²/(4πn) = Nd + 3π/(4k_F).  (20)

The extra width compensates for the depletion of electrons near hard walls.

The remaining number error σ_osc is oscillatory and of order k_F/D. At fixed electron number, E is the maximum over μ of Ω(μ) + μσ. Evaluating this expression at μ = E_F instead makes an error of second order, approximately σ_osc²/(2∂σ/∂μ). Since ∂σ/∂μ ≈ 3nD/(2E_F), the error falls as 1/D³, faster than the oscillation in (17). To leading order, then, E = Ω(E_F) + E_FnNd.

The linear terms combine to (1 − 2/5)nE_FNd. The extra width contributes −(2/5)E_Fk_F²/(4π) = −E_Fk_F²/(10π), and 1/8 − 1/10 = 1/40. Thus

E(N) ≈ (3/5)nE_FNd + E_Fk_F²/(40π) + e(N),  (21)

e(N) ≈ [E_F/(2π²D²)] S.  (22)

For the second difference, treat 1/D² as constant over neighbouring thicknesses, which neglects terms smaller than the oscillation's amplitude by a factor of order 1/N. Near a sign reversal, where Δ²E itself is small, these terms can be as large as the result. With α = 2sk_FD and γ = 2sk_Fd,

sin(α+γ) + sin(α−γ) − 2sin α = −2(1−cos γ)sin α = −4sin²(γ/2)sin α,

and therefore

Δ²E(N) ≈ −[2E_F/(π²D²)] Σ_{s≥1} sin²(sk_Fd) sin(2sk_FD)/s³.  (23)

By (20), 2k_FD = 2k_FNd + 3π/2, and sin(θ+3π/2) = −cos θ. The first harmonic alone gives

Δ²E(N) ≈ [2E_F/(π²D²)] sin²(k_Fd) cos(2k_FNd).  (24)

In this approximation the locally stable films have cos(2k_FNd) > 0, where the first harmonic of e(N) is negative.

Two special spacings show what the layers do.

*Half-integer case.* Let k_Fd = (p+1/2)π, with p an integer. The even harmonics in (23) vanish. For odd s, sin(2sk_FD) = (−1)^N sin(3πs/2). Since 1 − 1/3³ + 1/5³ − … = π³/32,

Δ²E(N) ≈ (−1)^N πE_F/(16D²).  (25)

Even films are locally stable and odd films are unstable.

*Integer case.* Let k_Fd = pπ. Every term in (23) vanishes, so the variation of 1/D² must be restored. Now S = −π³/32 at every N, and (22) gives e = −πE_F/(64D²). For thick films the second difference is d² times the second derivative:

Δ²E(N) ≈ −3πE_Fd²/(32D⁴) < 0.  (26)

There is no alternation, and in this limit every thick film is locally unstable, though weakly.

**6. A film in the regime of Pb(111)**

As model inputs, set the lattice parameter to 0.495 nm and the number of valence electrons per atom to four. Then d = 0.2858 nm, the area per surface atom is 0.1061 nm², k_F = 15.75 nm⁻¹ and E_F = 9.45 eV. Energies below are from the subband sums (11), unless a formula is named.

For seven, eight and nine layers, e is −10.84, 8.57 and −4.79 meV per surface atom. Hence

Δ²E(8) = −10.84 − 4.79 − 2(8.57) = −32.77 meV per surface atom.

Dividing by 0.1061 nm² gives −0.309 eV/nm². Half of this is released by the split into seven and nine layers: 16.4 meV per surface atom, or 0.154 eV/nm². The seven-layer film has Δ²E = +0.381 eV/nm² and resists its own split into six and eight.

The subband sums entering (2) were checked by filling discrete plane-wave states in periodic boxes of lateral side 40 nm, with a doubled area for the unsplit film. Twice the split energy per area was −0.306 eV/nm² for N = 8 and +0.379 eV/nm² for N = 7, close to the values above. Each box is filled separately and has no edge, so this confirms the energies, not the assumptions behind (2). Shell effects scatter the box values: sides from 30 to 55 nm gave −0.306 to −0.312 eV/nm² for N = 8 and +0.379 to +0.386 eV/nm² for N = 7, so their third digit is not converged.

The thick-film law (23) gives −0.296 eV/nm² at N = 8, about 4% smaller in magnitude than the subband sum. Its largest error, relative to 2E_F/(π²D²), is 2.2% for 40–60 layers and 0.5% for 160–240. For (22), relative to E_F/(2π²D²), the corresponding errors are 1.2% and 0.4%.

The order of stable films follows from k_Fd/π = 1.4326 = 3/2 − 0.0674. Substitution into (24) gives

cos(2k_FNd) = (−1)^N cos(2π × 0.0674N).  (27)

The film alternates as in the half-integer case, but the slow factor changes sign at 0.0674N = 1/4, 3/4 and 5/4, or N ≈ 3.7, 11.1 and 18.6. Odd films should be stable between the first two values, even films between the next two, and odd films again from there to the next sign change, near N = 26. The subband sums for 5–24 layers give positive second differences at 5, 7, 9, 11, 12, 14, 16, 18, 19, 21 and 23. The sign of (24) is correct for all 20 films.

The global condition is much more restrictive. With regions of 4 to 30 layers allowed, the only film from 5 to 24 layers on the convex hull is N = 5. The seven-layer film passes the local test, yet gains 0.57 meV per surface atom by splitting into 5 and 30 layers. By (7), the fractions are 23/25 = 0.92 and 2/25 = 0.08. Both limits of the allowed range matter. With regions of at least four layers but unlimited island height, (10) raises the gain to −10.84 + 12.35 = 1.51 meV. This is the tall-island limit of Section 3. The lower limit matters more. In this model the two-layer film has e(2) = −61.9 meV per surface atom. If regions of two layers are allowed, no film from 5 to 24 layers remains on the hull, and the seven-layer film gains about 40 meV per surface atom by splitting into 2 and 30 layers. The result for N = 5 therefore applies only when such thin regions are excluded. The local list describes resistance to a change by one layer, not the ground state of the deposited material.

For a rough double-step energy β = 0.60 eV/nm, (6) requires stripes at N = 8 to be wider than

w = 2(0.60)/0.3089 = 3.9 nm.

This is only a rough estimate. It uses the energies of wide regions and a constant β, while stripes this narrow are comparable in width to the film's thickness, so lateral confinement can change their energy.

At N = 10, with β held fixed, |Δ²E| = 12.47 meV per surface atom, or 0.118 eV/nm², and the threshold rises to about 10 nm.

The entropy of a disordered arrangement hardly moves the threshold at N = 8. Let square patches of side w take either height at random. On average half of the boundaries between patches are steps, so the edge cost is again β/w per unit area. The configurational entropy contributes at most kT ln 2 per patch. At 300 K and w = 3.9 nm this is 1.2 meV/nm², under 1% of the gain of 154 meV/nm² before edge costs. At this width the edge costs cancel that gain, so even a small entropy term decides the sign, but it lowers the threshold width by less than 1%.

**7. Comparison with real films**

Lead films on silicon do show preferred thicknesses and an approximate two-layer alternation interrupted by reversals. The model contains the mechanism, but its list of thicknesses should not be used as a prediction for a given sample. Its reversals are 0.5/0.0674 = 7.4 layers apart, whereas measured Pb(111) films show about nine; raising k_F by only 0.8%, to 15.88 nm⁻¹ at fixed d, would give nine. Real films have a crystal band structure, self-consistent charge, a substrate that reflects electrons differently from vacuum, and layer spacings that relax. Three recalculations for 5–16 layers show the sensitivity.

Heating the electrons to 300 K, with the geometry fixed, changes Δ² by at most about 0.5 meV per surface atom and reverses no sign. Vibrations are not included.

Replacing the hard walls by barriers of 4.0 eV on the vacuum side and 0.6 eV on the substrate side, both rough values above E_F, changes Δ²E(8) from −32.8 to −26.5 meV per surface atom. It reverses the sign at N = 5 and N = 12. The five-layer film, the one survivor of the global test with regions of 4 to 30 layers, thus fails even the local test with these softer walls. This depends on the barrier: with 1.2 eV on the substrate side, Δ²E(5) is about zero and the reversal at N = 5 is lost.

Shortening the spacing by 2%, at fixed lateral lattice and electrons per layer, reverses the signs at 9, 10, 11, 15 and 16 layers. The reason is accumulated phase. Since n varies as 1/d, k_F varies as d^(−1/3) and k_Fd as d^(2/3). Thus k_Fd/π falls to 1.4326 × 0.98^(2/3) = 1.413, and the slip from 3/2 grows from 0.067 to 0.087 per layer. The reversal near N = 11.1 moves to 0.75/0.0866 ≈ 8.7, and the one near 18.6 moves to about 14.4. A small spacing error, multiplied by N, can therefore exchange stable and unstable thicknesses.

Criterion (2) itself does not depend on this electronic model. It applies to calculated or measured energies E(N) under the conditions of Section 1. Further values are given in the numerical output.

Calculated quantities

```
lattice parameter (rough, Pb): 0.495 nm
valence electrons per atom: 4
layer spacing d: 0.2858 nm
area per surface atom: 0.1061 nm^2
electron density: 131.9 nm^-3
Fermi wavenumber kF: 15.749 nm^-1
Fermi energy EF: 9.449 eV
kF*d/pi (turns of phase per layer): 1.4326
wall offset 3pi/(4kF): 0.1496 nm
energy of both surfaces: 18.65 eV/nm^2
Table in meV per surface atom:
Eosc=oscillation, D2=second difference, gap=above hull,
D2T=300 K, D2soft=soft walls, D2short=spacing -2%
 N    Eosc      D2     gap     D2T  D2soft D2short
 5  -12.35   36.37    0.00   35.88   -5.09   70.06
 6   10.19  -43.56   22.07  -43.08  -15.70  -59.14
 7  -10.84   40.44    0.57   39.95   26.84   36.54
 8    8.57  -32.77   19.51  -32.28  -26.54  -17.24
 9   -4.79   21.83    5.69   21.35   22.39   -1.42
10    3.68  -12.47   13.69  -12.00  -17.10   14.42
11   -0.31    2.48    9.22    2.45    9.88  -16.94
12   -1.84    5.39    7.23    4.96   -3.65   14.94
13    2.02   -8.78   10.62   -8.32   -2.06  -10.67
14   -2.89   10.34    5.24    9.85    6.44    3.38
15    2.53   -9.76   10.19   -9.27   -7.74    3.00
16   -1.80    7.73    5.39    7.26    7.79   -6.23
N=5-24, D2>0: [5, 7, 9, 11, 12, 14, 16, 18, 19, 21, 23]
N=5-24, on hull (phases 4-30): [5]
N=5-24, D2>0 but above hull: [7, 9, 11, 12, 14, 16, 18, 19, 21, 23]
best split of N=7: into (5, 30) layers
first-harmonic sign rule right: 20 of 20 films
N=8 wall distance D: 2.4359 nm
N=8 D2, subband sum: -0.3089 eV/nm^2
N=8 D2, discrete box states: -0.3060 eV/nm^2
N=7 D2, subband sum: 0.3811 eV/nm^2
N=7 D2, discrete box states: 0.3786 eV/nm^2
N=8 D2, thick-film formula: -0.2955 eV/nm^2
N=8 split energy D2/2: -16.38 meV per surface atom
Eosc law error, N=40-60: 1.16 % of amplitude
Eosc law error, N=160-240: 0.39 %
D2 law error, N=40-60: 2.16 % of 4*amplitude
D2 law error, N=160-240: 0.49 %
double-step energy (rough): 0.60 eV/nm
N=8 smallest paying stripe width: 3.89 nm
same from height profiles: 3.89 nm
kT ln2 per square patch of that width: 1.187 meV/nm^2
N=8 energy gain to compare: 154.4 meV/nm^2
soft-wall barriers above EF (rough): 4.0, 0.6 eV
```
